# Relativistic LDA Exchange: Potential Factor and Sign Changes

## Where the nonrelativistic formula stops being adequate

Close to a heavy nucleus the electron density is so high that the local Fermi momentum $\hbar k_F$ is comparable with $mc$. The usual local-density exchange energy assumes slow electrons that interact through the instantaneous Coulomb force alone. At such densities the spinor structure of the states matters, and so does the exchange of transverse photons between moving electrons. In a uniform gas both effects multiply the exchange energy density by a function of the density, and the local-density approximation applies this function point by point. A self-consistent calculation needs the derivative of the energy, so the potential carries a different function. This appendix derives both and locates their zeros.

Gaussian units are used, and $e^2$ is the squared elementary charge. For an unpolarized gas of density $n$ at zero temperature,

$$k_F=(3\pi^2n)^{1/3},\qquad \beta=\frac{\hbar k_F}{mc},\qquad \eta=\sqrt{1+\beta^2},\qquad A=\operatorname{asinh}\beta .$$

The quantities to implement are the exchange energy per volume $e_x$ and the potential $v_x=de_x/dn$:

$$e_x=-\frac{e^2k_F^4}{4\pi^3}\,\Phi,\qquad \Phi=1-\frac32\left[\frac{\beta\eta-A}{\beta^2}\right]^2, \tag{1}$$

$$v_x=-\frac{e^2k_F}{\pi}\,\Psi,\qquad \Psi=-\frac12+\frac{3A}{2\beta\eta}. \tag{2}$$

The prefactors are the nonrelativistic results. The treatment is of first order in $e^2$: one photon is exchanged between occupied positive-energy states. Vacuum and one-electron self-energy terms are absorbed by renormalization, and correlation is left out.

## The interaction between two occupied states

In this section and the next, momenta are in units of $mc$, energies in $mc^2$, and $\hbar=c=1$. Two occupied states have momenta $\mathbf p,\mathbf q$ and energies $E=\sqrt{1+p^2}$, $E'=\sqrt{1+q^2}$. Let $\mathbf k=\mathbf p-\mathbf q$ and $\omega=E-E'$. With normalized spinors $u$ and Dirac matrices $\boldsymbol\alpha$, define

$$\rho=u^\dagger(\mathbf p)u(\mathbf q),\qquad \mathbf j=u^\dagger(\mathbf p)\boldsymbol\alpha\,u(\mathbf q).$$

In a volume $V$, Coulomb exchange contributes $-\tfrac12(4\pi e^2/V)|\rho|^2/k^2$ for each ordered pair of states. The direct Coulomb term is cancelled by the neutralizing background, and the gas has no net current.

The transverse part follows from second-order perturbation theory. An electron in $\mathbf p$ can virtually emit a photon of energy $k$ and go to $\mathbf q$, which changes its energy by

$$-\frac{2\pi e^2}{Vk}\,\frac{|\mathbf j_T|^2}{k+E'-E},$$

where $\mathbf j_T$ is the part of $\mathbf j$ perpendicular to $\mathbf k$. If $\mathbf q$ is occupied, the Pauli principle forbids this process. The lowering is lost, so the blocked term enters with a plus sign. Averaging over the two orders of the pair gives

$$\frac12\left[\frac1{k-\omega}+\frac1{k+\omega}\right]=\frac{k}{k^2-\omega^2}.$$

The transverse contribution per ordered pair is therefore $+\tfrac12(4\pi e^2/V)|\mathbf j_T|^2/(k^2-\omega^2)$. It is not negative, because $|dE/dp|=p/E<1$ implies $|\omega|<k$.

The two parts combine through current conservation. The spinors are eigenvectors of $H_{\mathbf p}=\boldsymbol\alpha\cdot\mathbf p+B$, where $B$ is the Dirac mass matrix. Hence

$$\omega\rho=u^\dagger(\mathbf p)(H_{\mathbf p}-H_{\mathbf q})u(\mathbf q)=\mathbf k\cdot\mathbf j .$$

The longitudinal current thus satisfies $|j_L|^2=\omega^2|\rho|^2/k^2$, and

$$\frac{|\rho|^2}{k^2}-\frac{|\mathbf j_T|^2}{k^2-\omega^2}
=\frac{|\rho|^2-|j_L|^2-|\mathbf j_T|^2}{k^2-\omega^2}
=\frac{|\rho|^2-|\mathbf j|^2}{k^2-\omega^2}. \tag{3}$$

For the spin sums, use the positive-energy projector $\Lambda(\mathbf p)=\tfrac12(1+H_{\mathbf p}/E)$. The matrices $\alpha_i$ and $B$ anticommute and square to one, so $\sum_i\alpha_i\alpha_i=3$, $\sum_i\alpha_i\alpha_j\alpha_i=-\alpha_j$ and $\sum_i\alpha_iB\alpha_i=-3B$. The traces are

$$\sum|\rho|^2=\operatorname{Tr}\Lambda(\mathbf p)\Lambda(\mathbf q)=1+\frac{\mathbf p\cdot\mathbf q+1}{EE'},$$

$$\sum|\mathbf j|^2=\sum_i\operatorname{Tr}\Lambda(\mathbf p)\alpha_i\Lambda(\mathbf q)\alpha_i=3-\frac{\mathbf p\cdot\mathbf q+3}{EE'} .$$

With $P=EE'-\mathbf p\cdot\mathbf q$, their difference is

$$-2+\frac{2\,\mathbf p\cdot\mathbf q+4}{EE'}=\frac{2(2-P)}{EE'} .$$

The denominator of (3) is $k^2-\omega^2=(p^2-E^2)+(q^2-E'^2)+2P=2(P-1)$. The spin-summed interaction is therefore $2W$, with

$$W=\frac{2-P}{2EE'(P-1)}=\frac1{2EE'}\left[\frac1{P-1}-1\right]. \tag{4}$$

For slow electrons $W\to1/k^2$, as it should.

## Integration over the Fermi sphere

Summing over pairs gives

$$e_x=-4\pi e^2\int\!\!\int\frac{d^3p\,d^3q}{(2\pi)^6}\,W
=-\frac{e^2}{2\pi^3}\int_0^\beta\!\!\int_0^\beta p^2q^2\,w(p,q)\,dp\,dq ,$$

where $w=\int_{-1}^1W\,dx$ and $x$ is the cosine of the angle between $\mathbf p$ and $\mathbf q$. The angular factor is $4\pi\cdot2\pi$, and $4\pi\cdot8\pi^2/(2\pi)^6=1/(2\pi^3)$. Comparison with (1) gives

$$\beta^4\Phi=2\int_0^\beta\!\!\int_0^\beta p^2q^2\,w\,dp\,dq. \tag{5}$$

Put $p=\sinh a$, $q=\sinh b$. Since $EE'\pm pq=\cosh(a\pm b)$ and $\cosh y-1=2\sinh^2(y/2)$,

$$\int_{-1}^1\frac{dx}{EE'-1-pqx}=\frac1{pq}\ln\frac{\cosh(a+b)-1}{\cosh(a-b)-1}=\frac{2L}{pq},\qquad
L=\ln\frac{\sinh\frac{a+b}2}{\sinh\frac{|a-b|}2}.$$

Thus $w=(L/pq-1)/(EE')$. Because $dp/E=da$, equation (5) becomes

$$\beta^4\Phi=I-2K^2,\qquad I=2\int_0^A\!\!\int_0^A\sinh a\,\sinh b\;L\,da\,db,\qquad K=\int_0^A\sinh^2a\,da .$$

The second integral is $K=\tfrac12(\sinh A\cosh A-A)=X/2$, where

$$X=\beta\eta-A .$$

For the first, differentiate with respect to the upper limit. The two limits contribute equally:

$$\frac{dI}{dA}=4\sinh A\int_0^A\sinh b\;L(A,b)\,db .$$

Integrate by parts, taking $\cosh b-\cosh A$ as the primitive of $\sinh b$. The boundary term vanishes at $b=0$ because $L=0$ there. It vanishes at $b=A$ because a linear zero outweighs the logarithm. The derivative of $L$ is

$$\frac{\partial L}{\partial b}=\frac12\left[\coth\frac{A+b}2+\coth\frac{A-b}2\right]=\frac{\sinh A}{\cosh A-\cosh b}.$$

The factor $\cosh A-\cosh b$ cancels, the remaining integral is $\int_0^A\sinh A\,db=A\sinh A$, and $dI/dA=4A\sinh^2A$.

This is also the derivative of $\beta^4-X^2$. Since $dX/dA=\cosh2A-1=2\sinh^2A$,

$$\frac{d}{dA}(\sinh^4A-X^2)=4\sinh^2A\,(\sinh A\cosh A-X)=4A\sinh^2A .$$

Both expressions vanish at $A=0$, so $I=\beta^4-X^2$ and

$$\beta^4\Phi=\beta^4-X^2-\tfrac12X^2=\beta^4-\tfrac32X^2, \tag{6}$$

which is (1).

## Differentiation

Restore ordinary units. In the local-density approximation $E_x=\int e_x(n(\mathbf r))\,d^3r$, so $\delta E_x/\delta n(\mathbf r)=de_x/dn$ at the local density. Write

$$e_x=-\frac{e^2}{4\pi^3}\left(\frac{mc}\hbar\right)^4F(\beta),\quad F=\beta^4\Phi,\qquad
n=\frac{\beta^3}{3\pi^2}\left(\frac{mc}\hbar\right)^3 .$$

Then $dn/d\beta=(\beta^2/\pi^2)(mc/\hbar)^3$, and

$$v_x=\frac{de_x/d\beta}{dn/d\beta}=-\frac{e^2}{4\pi}\frac{mc}\hbar\,\frac{F'}{\beta^2}
=-\frac{e^2k_F}\pi\,\frac{F'}{4\beta^3}.$$

The potential factor is therefore

$$\Psi=\frac1{4\beta^3}\frac{d(\beta^4\Phi)}{d\beta}=\Phi+\frac\beta4\Phi' . \tag{7}$$

The second term arises because $\Phi$ itself depends on the density. To evaluate (7), differentiate $X$:

$$\frac{dX}{d\beta}=\eta+\frac{\beta^2}\eta-\frac1\eta=\frac{1+\beta^2+\beta^2-1}{\eta}=\frac{2\beta^2}\eta .$$

From (6), $F'=4\beta^3-3X\,dX/d\beta=4\beta^3-6\beta^2X/\eta$. Division by $4\beta^3$ gives

$$\Psi=1-\frac32\,\frac{\beta\eta-A}{\beta\eta}=-\frac12+\frac{3A}{2\beta\eta},$$

which is (2).

Multiplying the nonrelativistic potential by $\Phi$ instead of $\Psi$ would be a sizeable error. At $\beta=1$ the factors are $\Phi=0.574$ and $\Psi=0.435$, so the potential would be too strong by 32% of its correct value.

There is a second route to $\Psi$. Differentiating the limits in (5) gives $F'=4\beta^2\int_0^\beta q^2w(\beta,q)\,dq$, so that

$$\Psi=\frac1\beta\int_0^\beta q^2\,w(\beta,q)\,dq . \tag{8}$$

One of the two momenta is now fixed at the Fermi surface. To this order $v_x$ is the exchange energy of an electron added there, whereas $e_x$ sums over all pairs in the sphere. Numerical quadrature of (5), its density derivative and the integral (8) were each tested against the closed forms at five values of $\beta$ from 0.5 to 5.

## Low and high density

For small $\beta$, $\beta\eta=\beta+\beta^3/2-\beta^5/8+\dots$ and $A=\beta-\beta^3/6+3\beta^5/40-\dots$. Hence $X=\tfrac23\beta^3-\tfrac15\beta^5+\dots$, and

$$\Phi=1-\tfrac23\beta^2+\tfrac25\beta^4+O(\beta^6),\qquad
\Psi=1-\beta^2+\tfrac45\beta^4+O(\beta^6).$$

By (7), a term $\beta^{\nu}$ in $\Phi$ is multiplied by $1+\nu/4$ in $\Psi$. This explains the factors $3/2$ and $2$ between the coefficients. The leading relativistic reduction of the potential is one and a half times that of the energy density.

For large $\beta$, $A\approx\ln2\beta$ and $\beta\eta\approx\beta^2+\tfrac12$, so

$$\Phi\approx-\frac12+\frac{3(\ln2\beta-\frac12)}{\beta^2},\qquad
\Psi\approx-\frac12+\frac{3\ln2\beta}{2\beta^2}.$$

Both factors tend to $-\tfrac12$. The common limit follows from (7): integrating it gives $\Phi(\beta)=(4/\beta^4)\int_0^\beta s^3\,\Psi(s)\,ds$, an average of $\Psi$ weighted towards the upper end, so $\Phi$ tends to whatever limit $\Psi$ has. First-order exchange then becomes repulsive, with $e_x\to+e^2k_F^4/(8\pi^3)$ and $v_x\to+e^2k_F/(2\pi)$.

## The zeros

Let $g=X/\beta^2$, so that $\Phi=1-\tfrac32g^2$. Using $dX/d\beta$ and $\beta^2-\eta^2=-1$,

$$g'=\frac2\eta-\frac{2X}{\beta^3}=\frac2{\beta^3}\left(\frac{\beta^3}\eta-\beta\eta+A\right)=\frac2{\beta^3}\left(A-\frac\beta\eta\right).$$

Here $\beta/\eta=\tanh A<A$, so $g$ rises steadily from 0 to 1 and $\Phi$ falls steadily from 1 to $-\tfrac12$. It vanishes once, where $g=\sqrt{2/3}$:

$$\operatorname{asinh}\beta=\beta\left(\sqrt{1+\beta^2}-\sqrt{2/3}\,\beta\right). \tag{9}$$

The root can be bracketed from $\Phi(2.52)=0.002923$ and $\Phi(2.54)=-0.001482$. Linear interpolation gives

$$\beta\approx2.52+0.02\times\frac{0.002923}{0.002923+0.001482}=2.5333,$$

and the numerical root is $\beta_\Phi=2.5332$.

The potential changes sign earlier. Setting $\Psi=0$ gives $A/(\beta\eta)=\tfrac13$. With $y=2A$ and $\beta\eta=\tfrac12\sinh2A$ this becomes

$$\sinh y=3y .$$

The power series of $\sinh y/y$ has positive coefficients, so this ratio rises steadily from 1 and equals 3 at one positive $y$. The corresponding value is $\beta_\Psi=1.9460$.

The zero of $\Psi$ is the point where $de_x/dn=0$. As the density increases, $e_x$ becomes more negative up to $\beta_\Psi$, then rises, and crosses zero at $\beta_\Phi$. Minimizing the energy density obtained by quadrature gives the same $\beta_\Psi$. Between the two zeros the exchange energy density is still negative while the exchange potential is already positive. At $\beta_\Phi$ itself $\Psi=-0.139$.

With $\hbar/(mc)=0.38616$ pm, the density at the zero of $\Phi$ is

$$n_\Phi=\frac{(2.5332/0.38616)^3}{3\pi^2}\ \text{pm}^{-3}=9.53\ \text{pm}^{-3}=9.53\times10^{30}\ \text{cm}^{-3}.$$

The zero of $\Psi$ lies at $4.32\ \text{pm}^{-3}$, or $4.32\times10^{30}\ \text{cm}^{-3}$.

## Which part of the interaction changes the sign

Equation (3) splits $\Phi$ into a Coulomb part $\Phi_C$, which comes from $|\rho|^2/k^2$, and a transverse part $\Phi_T$. This is the split of the Coulomb gauge. Every pair contributes positively to $\Phi_C$, since $\sum|\rho|^2>0$. No pair contributes positively to $\Phi_T$, because blocked photon emission raises the energy. The numerical values are:

| $\beta$ | $\Phi_C$ | $\Phi_T$ | $\Phi$ |
|---|---|---|---|
| 0.5 | 0.976 | −0.121 | 0.855 |
| 1 | 0.931 | −0.357 | 0.574 |
| 2 | 0.868 | −0.728 | 0.140 |
| 2.533 | 0.849 | −0.849 | 0.000 |
| 5 | 0.814 | −1.104 | −0.290 |

Coulomb exchange alone could not change the sign of $e_x$. The spinor overlaps weaken it moderately, and the transverse part supplies most of the reduction at all the densities listed.

This matters when a functional is matched to a reference calculation. If the reference includes only the Coulomb interaction between Dirac electrons, the full $\Phi$ is not its local-density counterpart. The corresponding factor is $\Phi_C$, obtained from (5) with $w$ replaced by

$$w_C=\frac12\int_{-1}^1\frac{dx}{k^2}\left[1+\frac{\mathbf p\cdot\mathbf q+1}{EE'}\right].$$

## Evaluation in floating-point arithmetic

Since $k_F/\beta=mc/\hbar$, equation (2) can be written without division by $\beta$:

$$v_x=\frac{e^2}{2\pi}\left[k_F-\frac{3mc}{\hbar}\,\frac{\operatorname{asinh}\beta}{\eta}\right].$$

At low density the bracket tends to $k_F-3k_F=-2k_F$, which restores $-e^2k_F/\pi$.

In $\Phi$ the difference $\beta\eta-A$ loses digits at small $\beta$. With relative rounding error $\epsilon$, the error of $X$ is about $\epsilon\beta$ and that of $g$ about $\epsilon/\beta$. Since $g\approx2\beta/3$, the resulting error of $\Phi$ is about $3g\,\epsilon/\beta=2\epsilon$, which is harmless. The relativistic correction $1-\Phi\approx\tfrac23\beta^2$ taken by itself, however, has a relative error of about $3\epsilon/\beta^2$. The series above avoids this loss and also the division by zero at $n=0$. At $\beta=10^{-3}$ its omitted terms are of order $10^{-18}$.

## Example: the innermost shell of iridium

Consider the two 1s electrons of an iridium ion stripped of all its other electrons. Their mutual repulsion and the size of the nucleus are neglected. With $\zeta=Z\alpha=0.5619$ for $Z=77$, where $\alpha=e^2/\hbar c$, and lengths in $\hbar/(mc)$, the radial Dirac equations for the 1s state are

$$G'=\frac Gr+\left(\varepsilon+1+\frac\zeta r\right)\mathcal F,\qquad
\mathcal F'=-\frac{\mathcal F}r-\left(\varepsilon-1+\frac\zeta r\right)G .$$

They are solved by $G=r^\gamma e^{-\zeta r}$, $\mathcal F=\frac{\gamma-1}\zeta G$ and $\varepsilon=\gamma=\sqrt{1-\zeta^2}=0.8272$. In the first equation, for instance, the $1/r$ terms give $\gamma=1+(\gamma-1)$ and the constants give $-\zeta=(\gamma^2-1)/\zeta$. Both components have the same radial shape, so the density normalized to two electrons is

$$n(r)=\frac{2(2\zeta)^{2\gamma+1}}{4\pi\,\Gamma(2\gamma+1)}\;r^{2\gamma-2}e^{-2\zeta r}.$$

At $r=0.10$ pm this gives $n=3.014\ \text{pm}^{-3}$. Then

$$k_F=(3\pi^2\times3.014)^{1/3}=4.469\ \text{pm}^{-1},\qquad \beta=0.38616\times4.469=1.726 .$$

With $\eta=1.995$, $\beta\eta=3.442$ and $A=1.314$,

$$\Phi=1-\frac32\left(\frac{3.442-1.314}{2.978}\right)^2=0.234,\qquad
\Psi=-\frac12+\frac{3\times1.314}{2\times3.442}=0.073 .$$

Since $e^2=1.440$ keV pm, the nonrelativistic potential is $-1.440\times4.469/\pi=-2.05$ keV. The factor $\Psi$ reduces it to $-0.15$ keV. Other radii give:

| $r$ (pm) | $\beta$ | $\Phi$ | $\Psi$ | $v_x$ (keV) |
|---|---|---|---|---|
| 0.02 | 2.245 | 0.070 | −0.079 | +0.21 |
| 0.10 | 1.726 | 0.234 | 0.073 | −0.15 |
| 0.50 | 0.973 | 0.589 | 0.453 | −0.52 |
| 1.00 | 0.553 | 0.827 | 0.754 | −0.49 |

The first row lies between the two zeros: the energy factor is positive, yet the potential is repulsive. The potential is also deeper at 0.50 pm than at 0.10 pm, although the density is lower there.

The potential changes sign at $r=0.053$ pm. Including the mutual repulsion of the two electrons and a uniformly charged nucleus of radius 0.007 pm moves this radius to 0.051 pm and changes $\Psi$ at 0.02 pm from $-0.079$ to $-0.073$; the signs in the table are unaffected. The energy factor would vanish at 0.008 pm, which is comparable with the radius of the nucleus, roughly 0.007 pm. The point-charge density is not dependable there, so the model does not establish that $e_x$ changes sign in this ion.

Integrated over the ion, the local exchange energy is $-1.298$ keV without $\Phi$ and $-0.813$ keV with it, a reduction by 37% of the former value. As a test of $v_x$ as a functional derivative, the density was varied by $\delta n\propto n\,e^{-r/(0.2\ \text{pm})}$. The finite difference of the energy and the integral $\int v_x\,\delta n\,d^3r$ both give $-0.05379$ keV per unit variation.

## Limits of use

These energies show the size of the factors; they are not accurate exchange energies of the ion. For the same two orbitals, normalized to $\int(G^2+\mathcal F^2)\,dr=1$, the one-photon exchange energy can be evaluated without the local approximation. Both electrons have the same energy, so $\omega=0$. The Coulomb part is $-e^2\iint (G^2+\mathcal F^2)_r\,(G^2+\mathcal F^2)_s\,r_>^{-1}\,dr\,ds=-1.502$ keV and the transverse part is $+\tfrac83e^2\iint (G\mathcal F)_r\,(G\mathcal F)_s\,r_<r_>^{-2}\,dr\,ds=+0.185$ keV, where $r_<$ and $r_>$ are the smaller and larger of $r$ and $s$. The total is $-1.317$ keV. The local approximation gives $-1.220$ keV and $+0.407$ keV for the two parts, so it overstates the transverse part by a factor of 2.2. In this ion the value with $\Phi$, $-0.813$ keV, is 38% too weak, and the uncorrected value, $-1.298$ keV, happens to lie closer. Two electrons in a steeply varying density are far from a uniform gas, and equations (1) and (2) contain no gradient correction. They also do not cover spin polarization or finite temperature. Near $\beta_\Phi$ the first-order exchange energy density vanishes, so the neglected correlation energy need not be small compared with it. The sign change is a property of the exchange term, not of the total interaction energy. The tabulated values are taken from the numerical output below.

## Numbers as computed

```
zero of energy factor Phi: beta = 2.533245
zero of potential factor Psi: beta = 1.946003
minimum of quadrature energy density: beta = 1.94600
Phi at beta 2.52 and 2.54: 0.002923, -0.001482
Psi at the zero of Phi: -0.139197
small-beta coefficient of beta^2 in Phi: -0.666667
small-beta coefficient of beta^2 in Psi: -1.000000
factors (dimensionless): formula, then quadrature
beta=0.5000 Phi=0.854713 quad=0.854713 Psi=0.791227 quad=0.791227
beta=1.0000 Phi=0.574122 quad=0.574122 Psi=0.434838 quad=0.434838
beta=2.0000 Phi=0.140142 quad=0.140142 Psi=-0.015790 quad=-0.015790
beta=2.5332 Phi=-0.000000 quad=0.000000 Psi=-0.139197 quad=-0.139197
beta=5.0000 Phi=-0.289846 quad=-0.289846 Psi=-0.363948 quad=-0.363948
split of Phi: Coulomb part and transverse part
beta=0.5000 Coulomb=0.97606 transverse=-0.12134
beta=1.0000 Coulomb=0.93148 transverse=-0.35736
beta=2.0000 Coulomb=0.86782 transverse=-0.72768
beta=2.5332 Coulomb=0.84903 transverse=-0.84903
beta=5.0000 Coulomb=0.81422 transverse=-1.10407
hbar/(m c) = 0.386159 pm
e^2 = 1.439965 keV pm
density at zero of Phi: 9.5348 pm^-3 = 9.5348e+30 cm^-3
density at zero of Psi: 4.3223 pm^-3 = 4.3223e+30 cm^-3
Ir 1s pair: Z = 77, Z*alpha = 0.561896, sqrt(1-(Z*alpha)^2) = 0.827208
electron number from radial grid: 2.0000000
r=0.02 pm: n=6.63508 pm^-3 beta=2.2449 Phi=0.0697 Psi=-0.0791
  v_x without Psi=-2.6646 keV, with Psi=0.2107 keV
r=0.10 pm: n=3.01428 pm^-3 beta=1.7257 Phi=0.2340 Psi=0.0725
  v_x without Psi=-2.0483 keV, with Psi=-0.1486 keV
r=0.50 pm: n=0.53961 pm^-3 beta=0.9726 Phi=0.5895 Psi=0.4529
  v_x without Psi=-1.1544 keV, with Psi=-0.5228 keV
r=1.00 pm: n=0.09911 pm^-3 beta=0.5529 Phi=0.8272 Psi=0.7537
  v_x without Psi=-0.6562 keV, with Psi=-0.4946 keV
radius where Psi vanishes: 0.05255 pm
radius where Phi vanishes: 0.00776 pm
local exchange energy without Phi: -1.29757 keV
local exchange energy with Phi: -0.81262 keV
ratio with/without Phi: 0.62626
energy change per unit variation, difference: -0.0537862 keV
energy change per unit variation, from v_x: -0.0537862 keV
```
